Miller-Abrahams Hopping near Equilibrium as a Symmetric Resistor Network, part 2

Electrons in a strongly disordered semiconductor hop between localized sites. Under a small voltage, the hops act as a network of resistors. The questions now are what this result depends on and how accurate it is.

Site i has energy E_i, including −eφ_i in an electrostatic potential φ_i, and holds at most one electron. Spin and interaction between sites are left out. The electron charge is −e, r_ij is the distance between sites, a the localization length, kT Boltzmann's constant times the temperature, and ν0 a constant attempt frequency. From a full site i to an empty site j the hopping rate is

W_ij = ν0 exp(−2r_ij/a) min[1, exp(−(E_j − E_i)/kT)].  (1)

Mean field takes the mean number of hops per second as

Γ_ij = f_i (1 − f_j) W_ij.  (2)

The mean occupation f_i = 1/(1 + exp[(E_i − μ_i)/kT]) defines the site's chemical potential μ_i. In equilibrium all μ_i equal μ, and Γ_ij = Γ_ji = Γ⁰_ij. From here on, f_i = 1/(1 + exp(x_i)) is the equilibrium occupation, with x_i = (E_i − μ)/kT.

To first order, the current from i to j is

I_ij = G_ij (V_i − V_j), with V_i = −μ_i/e,  (5)

G_ij = e² Γ⁰_ij/kT.  (6)

Explicitly,

G_ij = (e²ν0/kT) exp[−2r_ij/a − S_ij/kT]/D_ij,  (22)

S_ij = (|E_i − μ| + |E_j − μ| + |E_i − E_j|)/2,  (23)

with D_ij = (1 + exp(−|x_i|))(1 + exp(−|x_j|)).

Electrode c (L or R), with Fermi function f_c at energy E_i, fills an empty site i at the rate γ_ic f_c and empties a full one at γ_ic (1 − f_c). It adds the conductance e²γ_ic f_i(1 − f_i)/kT. Kirchhoff's law, zero net current out of each site with contacts included, fixes the site voltages.

### 8. What the rate rule contributes

Symmetry and exponent depend on different properties of the rates. Two altered rules separate them.

First let the thermal factor be exp[−(E_j − E_i)/(2kT)] in both directions. Detailed balance still holds. Multiplying this factor by f_i(1 − f_j) = exp[(x_j − x_i)/2]/[4 cosh(x_i/2) cosh(x_j/2)] leaves 1/[4 cosh(x_i/2) cosh(x_j/2)]. The network is symmetric, but the term |E_i − E_j| is gone. For levels at −20 and 30 meV from μ, the activation energy is (20 + 30)/2 = 25 meV instead of 50 meV. The third term in (23) therefore depends on the choice of rate and does not follow from detailed balance alone. The Miller-Abrahams rule gives it, and so does the one-phonon rate below.

Next keep downward hops at 1 and give upward hops the factor exp[−ΔE/(2kT)], with ΔE > 0. The occupations favour the upward flow by exp(ΔE/kT), so the upward flow exceeds the downward one by exp[ΔE/(2kT)]. For the same levels at 100 K this ratio is 18. With occupations at temperature T, such rates drive a flow between sites of equal chemical potential. They obey detailed balance at the temperature 2T, so they do not describe phonons at the same temperature as the electrons.

A more detailed one-phonon rate has the factor n for absorption and n + 1 for emission, where n = 1/(exp(y) − 1) and y = |x_i − x_j| > 0. These can be written

n = exp(−y)/(1 − exp(−y)), n + 1 = 1/(1 − exp(−y)).

Both are the factors used here divided by 1 − exp(−y). The network stays symmetric, and each conductance is multiplied by 1/(1 − exp(−y)), which tends to 1 when the energy difference is large compared with kT. As y → 0 this factor diverges if ν0 is kept constant, so for levels of nearly equal energy the conductance stays finite only if the prefactor goes to zero at least in proportion to the energy difference.

### 9. The network as an upper bound

The mean-field product ignores correlations between occupations. For electrons that interact only through the exclusion of double occupancy, the sign of the resulting error can be derived.

**Theorem 2.** For the same sites, rates and contacts, the linear conductance of the full many-electron problem does not exceed that of the network.

*Proof.* Let n = (n_1, …, n_N) denote a configuration, with n_i = 0 or 1. Its equilibrium probability P⁰(n) is proportional to exp(−Σ_i x_i n_i). Raise the chemical potential of the left electrode by δμ, keep the right one at μ, and write the stationary probability as P⁰(n)[1 + F(n)/kT].

For a hop that changes n into n′, detailed balance makes the equilibrium flows equal in both directions. Call this flow K. The net flow is K[F(n) − F(n′)]/kT. If n′ arises from n by injection from the left, the ratio of the entry rate to the exit rate contains the additional factor exp(δμ/kT), and the net flow is, to first order, K[F(n) − F(n′) + δμ]/kT. A field that shifts the energies enters P⁰ and K, and changes these flows only in second order.

Let s = δμ for injection from the left and s = 0 for all other transitions. Count each transition together with its reverse once, and define

Q[F] = Σ K [F(n) − F(n′) + s]².  (25)

Setting the derivative of Q with respect to every F(n) to zero states that the net flow out of each configuration vanishes. Q is a sum of squares with positive weights, so the stationary state gives its minimum. At the minimum, one factor of the square can be expanded. The part containing F(n) − F(n′) sums to zero because the flow is conserved at every configuration. The part containing s gives

Q_min = δμ Σ_left K [F(n) − F(n′) + δμ] = δμ kT J,

where J is the electron flow from the left electrode. Thus Q_min is proportional to the conductance, J/δμ = Q_min/(kT δμ²).

Now restrict F to the form Σ_i u_i n_i. A hop from i to j has F(n) − F(n′) = u_i − u_j. Summing K over all configurations with i full and j empty gives f_i(1 − f_j)W_ij = Γ⁰_ij. Injection into site i from electrode c has F(n) − F(n′) = −u_i and the summed weight γ_ic f_i(1 − f_i). Therefore

Q = Σ_pairs Γ⁰_ij (u_i − u_j)² + Σ_i f_i(1 − f_i)[γ_iL (δμ − u_i)² + γ_iR u_i²].  (26)

Its minimum over the u_i gives Kirchhoff's equations of the network, with u_i = μ_i − μ, and by the same argument its value gives the network conductance. A minimum over a restricted set of functions cannot lie below the minimum over all functions. ∎

If all site energies are equal, the bound is reached. Then W_ij = W_ji = w_ij and all f_i = f. For the restricted F, the total flow out of a configuration, multiplied by kT/P⁰(n), is

Σ_i n_i [Σ_j w_ij(u_i − u_j) + γ_iL(u_i − δμ) + γ_iR u_i] − f Σ_i [γ_iL(u_i − δμ) + γ_iR u_i].

A hop from i to j requires an empty site j and so carries the factor n_i(1 − n_j). The part with n_i n_j has dropped out, because w_ij(u_i − u_j) changes sign when i and j are exchanged. The first bracket vanishes by Kirchhoff's law, from which the common factor f(1 − f) has been removed. The second sum is the total contact flow and vanishes in a steady state. The restricted F thus solves the full problem.

### 10. A network of six sites

Six sites lie in a plane between electrodes at x = 0 and x = 20 nm. The parameters are a = 1 nm, ν0 = 10¹² s⁻¹, μ = 0 and T = 100 K, so kT = 8.617 meV. The bare contact rates are ν0 exp(−2d/a), with d the distance from the site to the electrode. Positions in nm and energies in meV are:

1: (3.5, 0), E = −20
2: (8, 2), E = 30
3: (12, −1), E = −25
4: (16.5, 0), E = 20
5: (6, −3.5), E = 35
6: (12.5, 4), E = −15

Sites 1 and 2 are √(4.5² + 2²) = 4.924 nm apart, so 2r/a = 9.849. Their levels lie on opposite sides of μ:

S = (20 + 30 + 50)/2 = 50 meV, S/kT = 50/8.617 = 5.802.

The factor 1/D is 0.883, and e²ν0/kT = 1.859 × 10⁻⁵ S. Hence

G = 1.859 × 10⁻⁵ × exp(−9.849 − 5.802) × 0.883 = 2.62 × 10⁻¹² S.

At 300 K, 1/D has fallen to 0.52, and the bare exponential form would be nearly twice too large.

Sites 3 and 6 are 5.025 nm apart and both lie below μ. Here S = (25 + 15 + 10)/2 = 25 meV, and G = 3.56 × 10⁻¹¹ S at 100 K. At 300 K it is 4.73 × 10⁻¹¹ S, an increase by a factor of only 1.33. The exponential grows by exp(2.901 − 0.967) = 6.9, but the prefactor 1/kT falls by 3 and 1/D falls from 0.806 to 0.465.

Kirchhoff's equations give a total conductance of 2.12 × 10⁻¹² S, or a resistance of 4.72 × 10¹¹ Ω. As fractions of the applied voltage, sites 1 and 2 are at 0.9987 and 0.5434. Their bond carries (0.9987 − 0.5434) × 2.62 × 10⁻¹² = 1.19 × 10⁻¹² A per volt applied, which is 56% of the total current.

The network was tested against the nonlinear mean-field rate equations at biases of +0.1 and −0.1 mV, with the conductance averaged over the two. They give 2.117 × 10⁻¹² S, in agreement to the digits shown, whether or not the site energies are tilted by the field. A second test set all energies to 20 meV, without tilt, and solved the many-electron problem at the same two biases. Its conductance divided by that of the network is 1.000003, as the equality case of Theorem 2 requires up to the finite bias.

### 11. Size of the neglected effects

**Correlations.** With the original energies, the many-electron conductance without Coulomb interaction is 0.45 of the network value at 100 K and 0.90 at 300 K. Both lie below 1, as Theorem 2 demands. Equation (22) is therefore not a precise prediction for this small system at 100 K, even if all its parameters are known.

**Coulomb interaction.** With a relative permittivity of 12, electrons on sites 1 and 2 interact with U = 24.4 meV, or 2.83 kT at 100 K. Let E_i and E_j be measured with all other sites in their zero-temperature occupation. Moving an electron from a full site i to an empty site j then costs E_j − E_i − U, because the electron is attracted to the hole it leaves. For sites 1 and 2 the cost falls from 50 to 25.6 meV. When this interaction is included for all pairs, without image charges in the electrodes, the many-electron conductance is 15 times the network value at 100 K and 2.3 times at 300 K. These factors depend on what is held fixed and on the electrodes. Here the levels E_i, which already contain the interaction with the zero-temperature occupation of the other sites, keep their listed values. If the listed values are instead given to the bare levels, with a fixed background charge of +e/2 on each site, the factors become 0.15 at 100 K and 0.91 at 300 K. If the levels E_i are kept but the interaction between sites is screened by image charges in two flat metal electrodes, they become 4.6 and 1.7. The interaction is thus a large correction at 100 K, but it can raise or lower the conductance. Theorem 2 is not contradicted, since its two sides share the same non-interacting equilibrium.

**Field.** For a field directed along bond 1-2, the energy gained over the length of the bond equals kT at F = 8.617 meV/(e × 4.924 nm) = 1.75 mV/nm = 0.0175 MV/cm. In the mean-field equations, current divided by voltage, averaged over the two directions of the bias, exceeds the linear value by 0.05% at 0.001 MV/cm and by 5% at 0.01 MV/cm. The average removes the terms of the current that are even in the voltage. In the two single directions the departures are +0.36% and −0.26% at the lower field, and +8.2% and +1.3% at the higher.

**Spin and phonon factors.** If a full site has two spin states and an empty site has one, f_i/(1 − f_i) doubles, which lowers every x_i by ln 2. At fixed μ and 100 K this multiplies the conductance of bond 1-2 by 1.02 and that of bond 3-6 by 0.555. The phonon factor of Section 8 multiplies them by 1.003 and 1.46.

**Comparison with a real material.** The parameters are rough values for hopping near the Fermi level in amorphous silicon with many defects. Six sites in a plane represent a small piece of such a film, not its measured conductivity. The localization length is uncertain and matters greatly: raising a by 10% lowers 2r/a for bond 1-2 from 9.85 to 8.95 and multiplies its conductance by 2.4. The largest level difference, 60 meV, is about the highest phonon energy in silicon, so wider gaps would need several phonons. The one-phonon picture with a constant ν0 weakens at much smaller gaps. An acoustic phonon couples well to a state of size a only if its wave number q satisfies qa ≲ 1, that is for energies up to about ħs/a, which is 4 to 6 meV for a = 1 nm and sound speeds s of 5800 to 8400 m/s. For an exponentially localized state and a linear phonon dispersion, the factor (1 + (qa/2)²)⁻⁴ is 0.02 to 0.09 at 10 meV and below 10⁻⁵ at 50 meV. A single ν0 for all bonds is therefore a model assumption here. The network form (5) and (6) survives any prefactor that is the same in both directions, but the values of the conductances do not. For band conduction with a rough prefactor of 100 S/cm and an activation energy of 600 meV, the ratio to the hopping scale G/r of bond 1-2 is 2 × 10⁻⁴ at 300 K and negligible at 100 K. Among the effects computed above at small bias, the largest correction comes from the Coulomb interaction. In the cases given above, including it at 100 K multiplies the many-electron conductance by factors from 0.34 to 34; the ratios to the network, 0.15 to 15, also contain the correlation factor 0.45. A device with 1 V across 100 nm has a mean field of 0.1 MV/cm, nearly six times the scale at which e F r = kT for this bond at 100 K, and lies outside the linear network. The remaining values are in the numerical output.

Computed results

```
Inputs: a = 1.0 nm, nu0 = 1e+12 1/s, eps_r = 12.0, L = 20.0 nm, mu = 0
Site 1: x = 3.5 nm, y = 0.0 nm, E = -20.0 meV, potential/bias = 0.9987
Site 2: x = 8.0 nm, y = 2.0 nm, E = 30.0 meV, potential/bias = 0.5434
Site 3: x = 12.0 nm, y = -1.0 nm, E = -25.0 meV, potential/bias = 0.1638
Site 4: x = 16.5 nm, y = 0.0 nm, E = 20.0 meV, potential/bias = 0.0014
Site 5: x = 6.0 nm, y = -3.5 nm, E = 35.0 meV, potential/bias = 0.8765
Site 6: x = 12.5 nm, y = 4.0 nm, E = -15.0 meV, potential/bias = 0.1879
kT at 100 K = 8.6173 meV; at 300 K = 25.852 meV
Prefactor e^2 nu0/kT at 100 K = 1.8592e-05 S
Bond 1-2: r = 4.924 nm, 2r/a = 9.849, half-sum = 50.0 meV
  T = 30 K: thermal exponent = 19.341, G = 1.303e-17 S, G/(exponential form) = 0.9996
  T = 100 K: thermal exponent = 5.802, G = 2.620e-12 S, G/(exponential form) = 0.8834
  T = 300 K: thermal exponent = 1.934, G = 2.465e-11 S, G/(exponential form) = 0.5210
  100 K: spin degeneracy multiplies G by 1.016, Bose factor by 1.003
Bond 3-6: r = 5.025 nm, 2r/a = 10.050, half-sum = 25.0 meV
  T = 30 K: thermal exponent = 9.670, G = 1.684e-13 S, G/(exponential form) = 0.9969
  T = 100 K: thermal exponent = 2.901, G = 3.559e-11 S, G/(exponential form) = 0.8064
  T = 300 K: thermal exponent = 0.967, G = 4.727e-11 S, G/(exponential form) = 0.4645
  100 K: spin degeneracy multiplies G by 0.555, Bose factor by 1.456
Control, half-gap rates both ways, levels -20 and 30 meV: activation = 25.00 meV
Control, broken detailed balance: forward/backward equilibrium flow = 18.19
Network conductance at 100 K = 2.1171e-12 S (resistance 4.7234e+11 ohm)
Nonlinear rate equations, bias 0.1 mV: conductance = 2.1171e-12 S
Same, site energies not tilted: conductance = 2.1171e-12 S
Equal energies 20 meV: master equation/network = 1.000003
Neglected effects:
  100 K: network G = 2.117e-12 S; many-electron/network = 0.4492; with Coulomb/network = 15.247
  300 K: network G = 1.407e-11 S; many-electron/network = 0.9039; with Coulomb/network = 2.318
  Coulomb energy of sites 1-2 = 24.37 meV = 2.83 kT at 100 K
  Lowest excitation with Coulomb interaction = 13.79 meV
  Field where e F r = kT (bond 1-2, 100 K) = 0.0175 MV/cm
  Field 0.001 MV/cm (bias 2 mV): chord conductance/network = 1.0005
  Field 0.01 MV/cm (bias 20 mV): chord conductance/network = 1.0477
  Largest level difference = 60 meV; rough top phonon energy = 60 meV
  Rough band path: prefactor 100 S/cm, activation 600 meV
  100 K: hopping scale G/r (bond 1-2) = 5.32e-06 S/cm, band/hopping = 1.1e-23
  300 K: hopping scale G/r (bond 1-2) = 5.01e-05 S/cm, band/hopping = 1.7e-04
```
